Kurtosis of a Gaussian Implant Measured on a Constant Background

**Problem**

Boron is implanted into silicon at 2000 keV with a dose of 1.0 × 10¹⁴ cm⁻². Take the depth profile to be a Gaussian with projected range R = 3000 nm and straggle (standard deviation) s = 200 nm. The measured profile also contains a constant background equal to 0.0001 of the peak. All data within ten straggles either side of the range are used, and nothing is subtracted.

(a) What kurtosis is extracted, and why does it differ from the Gaussian value?
(b) How does the answer depend on the window and on the size of the background?
(c) Is the background the largest reason for a kurtosis other than 3 in such an implant?

Kurtosis here means the fourth central moment divided by the square of the variance. A Gaussian then has kurtosis 3; some authors subtract this 3 and quote the excess.

**Solution**

**(a) The extracted kurtosis**

Measure depth from the range in units of the straggle, x = (depth − R)/s, and concentration in units of the Gaussian peak. The data are then

f(x) = exp(−x²/2) + b, for −L ≤ x ≤ L,

with b = 0.0001 and L = 10. The window runs from 1000 to 5000 nm, wholly inside the solid. Since f is even, the mean stays at x = 0, and the central moments follow from

M₀ = ∫ f dx, M₂ = ∫ x² f dx, M₄ = ∫ x⁴ f dx.

The variance is M₂/M₀ and the fourth central moment is M₄/M₀, so the kurtosis is

K = (M₄/M₀) / (M₂/M₀)² = M₄M₀/M₂².

For the Gaussian part, the integration may be extended to infinity, because at x = 10 the exponential is e⁻⁵⁰. The area is c = √(2π) = 2.50663. The derivative of exp(−x²/2) is −x exp(−x²/2), so integration by parts gives

∫ x² exp(−x²/2) dx = ∫ exp(−x²/2) dx = c,

∫ x⁴ exp(−x²/2) dx = 3 ∫ x² exp(−x²/2) dx = 3c,

the boundary terms being negligible. The background contributes

∫ b dx = 2bL, ∫ b x² dx = 2bL³/3, ∫ b x⁴ dx = 2bL⁵/5.

For the given numbers these are 0.00200, 0.06667 and 4.00000. Adding the two parts,

M₀ = 2.50663 + 0.00200 = 2.50863

M₂ = 2.50663 + 0.06667 = 2.57330

M₄ = 7.51988 + 4.00000 = 11.51988

and therefore

K = 11.51988 × 2.50863 / 2.57330² = 4.36.

The background raises the kurtosis from 3 to about 4.4. It adds only 0.08 % to the extracted dose and 1.3 % to the extracted straggle, which becomes 202.6 nm. The fourth moment, by contrast, grows by 4.00/7.52, or 53 %. The weight x⁴ favours the far ends of the window, where the Gaussian has vanished and the background has not. The part of the background with |x| < L/2 supplies a fraction (1/2)⁵ of its fourth moment, so the outer half of the window supplies the other 96.9 %.

**(b) Dependence on window and background**

Dividing each moment by c gives the general result

K = (3 + 2bL⁵/(5c)) (1 + 2bL/c) / (1 + 2bL³/(3c))².

It holds for a flat background and a symmetric window wide enough to contain nearly all of the Gaussian. For a weak background, expand to first order in b. The first bracket contributes 2bL⁵/(5c). The second contributes 3 × 2bL/c. The squared denominator contributes −3 × 2 × 2bL³/(3c) = −4bL³/c. Hence

K ≈ 3 + (b/c)(2L⁵/5 − 4L³ + 6L).

At L = 10 the last bracket is 40000 − 4000 + 60 = 36060, which gives K ≈ 4.44. The full expression gives 4.36, so the terms of higher order lower the estimate by 0.07.

To first order in b, the excess K − 3 grows as L⁵ when L is large. The table shows what this means for the same Gaussian.

| Background/peak | Window, straggles | Kurtosis |
|---|---|---|
| 0 | ±10 | 3.00 |
| 0.0001 | ±5 | 3.03 |
| 0.0001 | ±6 | 3.09 |
| 0.0001 | ±8 | 3.43 |
| 0.0001 | ±10 | 4.36 |
| 0.00001 | ±10 | 3.14 |
| 0.0036 | ±10 | 16.2 |

The row with b = 0.00001 is what remains if nine tenths of the background is subtracted. If the subtraction is too large by the same amount, b is negative, and the first-order formula gives 3 − 0.14 = 2.86. At this window, a kurtosis good to 0.1 requires the residual background to be known to about

|b| = 0.1c/36060 ≈ 7 × 10⁻⁶ of the peak.

The last row is the largest kurtosis that a flat background can produce at L = 10. To find it, write v = 2bL/c for the ratio of background area to Gaussian area, with α = L⁴/5 and γ = L²/3. Then

K = (3 + αv)(1 + v)/(1 + γv)².

Setting the derivative of ln K to zero gives

α/(3 + αv) + 1/(1 + v) = 2γ/(1 + γv).

After multiplication by all three denominators, the terms in v² are 2αγv² on both sides and cancel. What remains is linear in v:

v = (α + 3 − 6γ)/(αγ + 3γ − 2α).

With α = 2000 and γ = 33.33 this is v = 1803/62767 = 0.0287, so b = vc/(2L) = 0.0036. At this point the second moment of the background is already γv = 0.96 of the Gaussian's, and for larger b the kurtosis falls. For very large b it tends to α/γ² = 9/5, the kurtosis of a flat profile. A kurtosis near 3 is therefore no proof, by itself, that the background is small.

**A window cut by the surface.** Ten straggles fit in front of the peak only if R ≥ 10s. Consider a shallower implant with R = 800 nm and the same straggle, so that the surface lies at x = −4. The background then contributes to the fourth moment about the range

b(10⁵ + 4⁵)/5 = 2.02

instead of 4.00. Direct integration about the true mean gives a kurtosis of 3.70 with the background and 2.99 without it. The rise is about half as large as for the deep implant, because one of the two far ends is missing.

**Counting noise.** Suppose the peak gives 100000 counts per depth step of 20 nm, so that the background gives 10. Simulated Poisson data then yield a mean kurtosis of 4.36 with a standard deviation of 0.05. The shift of 1.36 is a bias far larger than this scatter, and averaging repeated measurements would not remove it.

**(c) Comparison with a real scattering tail**

A real ion can be turned through a large angle by one close nuclear collision and stop well short of the range. The size of this effect can be estimated with a simple model: a straight path except for one deflection, a fixed target nucleus, an unscreened Coulomb force, and a constant stopping force S = 2000 keV/3000 nm = 667 eV/nm.

Let the potential energy be a/ρ at separation ρ, with a = Z₁Z₂e²/(4πε₀) = 100.80 eV nm for boron and silicon. For an ion of mass m, speed u and impact parameter p, angular momentum conservation gives ρ² dφ/dt = up, where φ is measured from the symmetry axis of the orbit. The momentum transferred along that axis is

∫ (a/ρ²) cos φ dt = (a/(up)) ∫ cos φ dφ = (2a/(up)) cos(θ/2),

since φ runs from −(π − θ)/2 to (π − θ)/2. For a deflection θ at unchanged speed, this transfer must equal 2mu sin(θ/2). With E = mu²/2,

p = (a/2E) cot(θ/2).

The cross-section for deflection beyond θ is πp². An ion deflected with residual range r stops short by d = r(1 − cos θ), so

cot²(θ/2) = (1 + cos θ)/(1 − cos θ) = 2r/d − 1.

Put E = Sr and let n = 50 nm⁻³ be the atomic density. The fraction of ions stopping short by more than d is

F(d) = A ∫ (2r/d − 1)/r² dr, from r = d/2 to R,

A = nπ(a/2S)² = 0.898 nm.

The lower limit is the residual range at which complete reversal is needed. Integration gives

F(d) = A[(2/d) ln(2R/d) − 2/d + 1/R],

and the density of shortfalls is

q(d) = −dF/dd = (2A/d²) ln(2R/d).

Shortfalls below 3s = 600 nm are assigned to the Gaussian core, and those above 2000 nm fall outside the window. The tail between these limits holds F(600 nm) − F(2000 nm) = 0.38 % of the ions. Its fourth moment per implanted ion is

(2A/s⁴) ∫ d² ln(2R/d) dd = (2A/s⁴) [(d³/3)(ln(2R/d) + 1/3)] = 4.07,

with the bracket taken between 600 and 2000 nm. The background's fourth moment per ion is 4.00/c = 1.60. The few ions in the tail thus outweigh the background in this moment.

The tail is one-sided, so the mean shifts and the odd moments must be kept when the central moments are formed. Doing so gives these kurtoses:

Gaussian core and scattering tail: 5.85

The same with the background: 6.85

The answer to (c) is no. In this estimate the tail alone moves the kurtosis further from 3 than the background does. The background still adds 1.0, compared with 1.36 for the ideal Gaussian.

**The model and the real implant.** The range and straggle are rough typical values for boron of this energy. The dose gives a peak of 2.0 × 10¹⁸ cm⁻³ and a background of 2.0 × 10¹⁴ cm⁻³. Whether a measurement reaches so low a background depends on the instrument and on the boron already in the wafer. The assumption that fails most clearly is the Gaussian shape: deep boron profiles have a tail towards the surface. The value 5.85 belongs to the simple model of (c) and is not a prediction, since recoil of the silicon, screening and the variation of stopping with energy are left out. In the same single-deflection picture, recoil and screening raise the value to about 6.4, and adding a stopping force that grows as E^0.4 raises it to about 7.7, so these omissions do not reverse the answer to (c). The 200 nm is used as the width of the core, so core and tail together have a straggle of 209 nm. It also depends on the assumed straggle. The factor 1/s⁴ in the tail's fourth moment is largely offset because the limits 3s and 10s move with s, so the moment falls roughly as 1/s^1.7, and the kurtosis of core and tail is 7.1 for s = 150 nm and 5.0 for s = 250 nm. Channelling in the crystal, which can add a tail on the deep side, is also omitted.

This limits the remedy suggested by the table. With b = 0.0001, a window of ±5 straggles nearly removes the background error for an ideal Gaussian, but it also discards every ion that stopped more than 1000 nm short. Where the tail is itself of interest, the wide window should be kept and the background determined separately and subtracted, to the accuracy found in (b). The numerical output lists the values used here.

Calculated quantities

```
ion energy: 2000 keV
projected range: 3000 nm
true straggle: 200 nm
dose: 1.00e+14 cm^-2
peak concentration: 1.995e+18 cm^-3
background / peak: 1.0e-04
background concentration: 1.995e+14 cm^-3
window: 1000 to 5000 nm
integral of x^0: Gaussian 2.50663, background 0.00200
integral of x^2: Gaussian 2.50663, background 0.06667
integral of x^4: Gaussian 7.51988, background 4.00000
background x^4 share from outer half: 96.9 %
kurtosis without background: 3.0000
kurtosis with background, integrated: 4.3642
kurtosis with background, formula: 4.3642
kurtosis, first order in b: 4.4386
rise in extracted dose: 0.080 %
extracted straggle: 202.56 nm
rise in extracted straggle: 1.28 %
kurtosis, window +/-5 straggles: 3.0306
kurtosis, window +/-6 straggles: 3.0900
kurtosis, window +/-8 straggles: 3.4311
kurtosis, one tenth of background left: 3.1431
largest kurtosis for this window: 16.23
background / peak at that maximum: 3.60e-03
kurtosis of a flat profile: 1.800
counting: peak 100000 counts, step 20 nm
background counts per step: 10
simulated kurtosis, mean: 4.362
simulated kurtosis, standard deviation: 0.051
silicon atom density: 50 nm^-3
mean stopping force: 667 eV/nm
Coulomb product a: 100.80 eV nm
tail strength A: 0.898 nm
tail shortfalls counted: 600 to 2000 nm
fraction of ions in scattering tail: 0.381 %
tail x^4 moment per ion: 4.072
background x^4 moment per ion: 1.596
kurtosis, scattering tail only: 5.85
kurtosis, tail and background: 6.85
shallow implant range: 800 nm
shallow kurtosis, no background: 2.993
shallow kurtosis, with background: 3.696
```
